# Talbot inversion of the free-carrier transform for one trap level

A rule that recovers a density $n(t)$ from samples of its Laplace transform

$$N(s)=\int_0^\infty e^{-st}n(t)\,dt$$

has little freedom. The variable $s$ is an inverse time, and $N$ has the dimension of density times time. If the rule is linear in $N$, is to work without knowing the rates of the material, and brings in no reference time of its own (such as a window of times served by one fixed set of nodes), the one time it can use is $t$ itself. The sampling points must then be $s_j=z_j/t$ with pure numbers $z_j$, and the result must carry a factor $1/t$:

$$n(t)\approx\frac1t\sum_{j=0}^{M-1}\mathrm{Re}\left[w_j\,N\!\left(\frac{z_j}{t}\right)\right].\qquad(1)$$

The real part appears because $n$ is real, so that $N(s^*)=N(s)^*$ and conjugate points carry the same information. What remains is to choose the numbers $z_j$ and $w_j$.

## The transform to be inverted

Let $n$ be the density of free carriers and $m$ that of trapped ones. Free carriers are captured at rate $c$ and lost at rate $k$; trapped carriers are released at rate $r$ and have no other way out:

$$\frac{dn}{dt}=-(c+k)n+rm,\qquad \frac{dm}{dt}=cn-rm,$$

with $n(0)=n_0$ and $m(0)=0$. The rates are positive constants, which requires that the traps stay far from full.

The transform of $dn/dt$ is $sN-n_0$, by integration by parts. The second equation gives $s\tilde m=cN-r\tilde m$, so $\tilde m=cN/(s+r)$. Inserted into the first, this gives

$$N\left[s+k+c-\frac{rc}{s+r}\right]=n_0.$$

Since $c-rc/(s+r)=cs/(s+r)$,

$$N(s)=\frac{n_0}{s+k+cs/(s+r)}=\frac{n_0(s+r)}{s^2+(c+r+k)s+rk}.\qquad(2)$$

At $s=0$ this is $\int_0^\infty n\,dt=n_0/k$. Trapping spreads the free time of a carrier over a longer interval but leaves its mean total, $1/k$, unchanged.

## What goes wrong on a straight line

The inversion formula is

$$n(t)=\frac1{2\pi i}\int_{\gamma-i\infty}^{\gamma+i\infty}e^{st}N(s)\,ds,$$

with $\gamma$ to the right of all singularities. The naive scheme sets $s=\gamma+i\omega$, uses conjugate symmetry to keep $\omega>0$, and stops at a cutoff $\Omega$:

$$n(t)\approx\frac1\pi\int_0^{\Omega}\mathrm{Re}\left[e^{(\gamma+i\omega)t}N(\gamma+i\omega)\right]d\omega.$$

For $\omega$ far above $\gamma$ and all the rates, $N\approx n_0/(i\omega)$. One integration by parts gives the leading part of the omitted tail for $\Omega t\gg1$:

$$\frac{n_0e^{\gamma t}}{\pi}\,\mathrm{Re}\int_\Omega^\infty\frac{e^{i\omega t}}{i\omega}d\omega\approx\frac{n_0e^{\gamma t}\cos\Omega t}{\pi\,\Omega t}.$$

With $\gamma=1/t$, an amplitude of $10^{-8}n_0$ needs $\Omega t=e/(\pi\,10^{-8})\approx9\times10^7$. The factor $e^{i\omega t}$ must be resolved with equal steps of about $0.3/t$ for this accuracy, so a few times $10^8$ evaluations are needed for one value of $n$. The trouble is that $|e^{st}|$ is constant along the line, which leaves the slow decay of $N$ to end the integral.

## Bending the line

The cure is to let both ends of the path run to $\mathrm{Re}\,s\to-\infty$, where $e^{st}$ itself vanishes. This is allowed if no singularity is crossed and if the arcs joining the old ends to the new ones contribute nothing. On an arc of radius $R$, $|N|$ is of order $n_0/R$. The part with $0<\mathrm{Re}\,s<\gamma$ has a length that stays bounded, so it vanishes as $1/R$. On the left part the integral of $|e^{st}|$ along the arc is at most of order $1/t$, which is Jordan's lemma, so this part is of order $n_0/(Rt)$ and vanishes too.

Talbot's contour, in its fixed form, is

$$s=\frac zt,\qquad z(\theta)=\frac{2M}5\,\theta(\cot\theta+i),\qquad-\pi<\theta<\pi.\qquad(3)$$

Its imaginary part $2M\theta/5$ vanishes only at $\theta=0$, where $\theta\cot\theta\to1$ and $z=2M/5>0$. At $\theta\to\pm\pi$ the real part goes to $-\infty$. The curve therefore surrounds the whole negative real axis, for every $t$. The factor $2/5$ is a design choice of the rule and is judged below by its results.

The derivative is needed for the weights:

$$\frac{d}{d\theta}\left[\theta\cot\theta+i\theta\right]=\cot\theta-\frac{\theta}{\sin^2\theta}+i
=i\left[1+i\left(\frac{\theta}{\sin^2\theta}-\cot\theta\right)\right].$$

With $1/\sin^2\theta=1+\cot^2\theta$, the inner bracket becomes

$$\sigma(\theta)=\theta+(\theta\cot\theta-1)\cot\theta,$$

so $dz/d\theta=i(2M/5)(1+i\sigma)$. Put $ds=dz/t$ into the inversion formula. The $i$ cancels, and the two halves of the contour are complex conjugates:

$$n(t)=\frac1t\,\frac{2M}{5\pi}\int_0^\pi\mathrm{Re}\left[e^{z}(1+i\sigma)N(z/t)\right]d\theta.$$

The trapezoidal rule with $\theta_j=j\pi/M$ multiplies the sum by $\pi/M$ and halves the first term. For small $\theta$, $\theta\cot\theta-1\approx-\theta^2/3$, so $\sigma(0)=0$. The term at $\theta=\pi$ is zero. The result is (1) with

$$w_0=\tfrac15e^{2M/5},\qquad w_j=\tfrac25e^{z_j}(1+i\sigma_j),\quad j\ge1.\qquad(4)$$

The trapezoidal rule suits this integral because near $\theta=\pi$ the integrand contains $\exp[-(2M/5)\pi/(\pi-\theta)]$, which vanishes there with all its derivatives. For a fixed smooth integrand over the full range, the algebraic end corrections of the rule then drop out. Here the integrand itself changes with $M$, so this argument does not supply the rate of convergence; that has to be measured.

## The solution to compare with

The denominator of (2) has the discriminant

$$(c+r+k)^2-4rk=(c+k-r)^2+4rc>0.$$

Its roots are real. Call them $-a_f$ and $-a_s$ with $a_f>a_s$. Their sum is $-(c+r+k)$ and their product is $rk$, so both are negative and lie inside the contour. At $s=-r$ the denominator equals $r^2-(c+r+k)r+rk=-rc<0$. That point lies between the roots, hence $a_s<r<a_f$. The rates are

$$a_f=\tfrac12\left[c+r+k+\sqrt{(c+k-r)^2+4rc}\right],\qquad a_s=\frac{rk}{a_f}.$$

The second form avoids subtracting two nearly equal numbers. The residues of $(s+r)/[(s+a_f)(s+a_s)]$ give

$$\frac{n(t)}{n_0}=A_fe^{-a_ft}+A_se^{-a_st},\quad A_f=\frac{a_f-r}{a_f-a_s},\quad A_s=\frac{r-a_s}{a_f-a_s}.\qquad(5)$$

Both weights are positive and their sum is one.

If $rk\ll(c+r+k)^2$, then $a_f\approx c+r+k$ and $a_s\approx rk/(c+r+k)$. When also $r\ll c+k$, this is the release rate times the chance $k/(c+k)$ that a released carrier is lost before it is captured again. Without loss, $k=0$, one finds $a_s=0$ and $a_f=c+r$. The density then settles at the constant $n_0r/(c+r)$, and one exponential remains.

## An error bound that does not know the rates

For a single decay $e^{-at}$, with transform $1/(s+a)$, rule (1) gives $\sum_j\mathrm{Re}[w_j/(z_j+at)]$. This depends on $x=at$ alone. Define its error

$$E_M(x)=\sum_{j=0}^{M-1}\mathrm{Re}\,\frac{w_j}{z_j+x}-e^{-x}.$$

Because the rule is linear, its error for (5) is $n_0[A_fE_M(a_ft)+A_sE_M(a_st)]$. With positive weights that sum to one,

$$|\text{error of }n(t)|\le n_0\sup_{x\ge0}|E_M(x)|.\qquad(6)$$

The supremum is finite: $z_0$ is positive and the other nodes lie off the real axis, so no denominator vanishes, and $E_M\to0$ for large $x$. One scan over $x$ thus covers all rates and times. The bound is relative to $n_0$, not to the surviving density $n(t)$, and it refers to arithmetic without rounding.

## A light pulse in a phase-change film

Consider excess holes created by a weak light pulse in amorphous Ge$_2$Sb$_2$Te$_5$ at 300 K. Recombination of trapped holes with electrons is left out, a strong restriction that is sized in the last section. The parameters are rough or assumed: cross-section $\sigma_t=10^{-15}$ cm$^2$, thermal speed $v=10^7$ cm/s, trap density $10^{18}$ cm$^{-3}$, trap depth $E=0.20$ eV, effective band density $N_b=2.5\times10^{19}$ cm$^{-3}$, and $3\times10^{16}$ cm$^{-3}$ permanent recombination centres with the same cross-section. The initial excess density is $n_0=10^{13}$ cm$^{-3}$. Then

$$c=10^{-15}\cdot10^7\cdot10^{18}=10^{10}\ \mathrm{s^{-1}},\qquad k=3\times10^8\ \mathrm{s^{-1}}.$$

In thermal equilibrium capture and release must balance. For a nondegenerate band and a trap of unit degeneracy factor, this requires

$$r=\sigma_tvN_be^{-E/k_BT}=2.5\times10^{11}\,e^{-0.20/0.02585}=1.09\times10^8\ \mathrm{s^{-1}}.$$

From (5), the two decay times are $1/a_f=0.0961$ ns and $1/a_s=318$ ns, with weights 0.9898 and 0.0102. The slow part looks negligible in amplitude, yet it supplies $0.010191\times317.7=3.24$ ns of the mean free time $1/k=3.33$ ns.

Now apply six nodes at $t=100$ ns. The first has $z_0=2.4$, so $s_0=2.4\times10^7$ s$^{-1}$ and

$$\frac{N(s_0)}{n_0}=\frac1{2.4\times10^7+3\times10^8+\dfrac{10^{10}\cdot2.4\times10^7}{2.4\times10^7+1.0917\times10^8}}=4.703\times10^{-10}\ \mathrm s.$$

Its weight is $e^{2.4}/5=2.2046$. Multiplication by $w_0/t$ gives 0.010369. In units of $10^{-3}$, the six terms add up as

$$10.3686+5.6421-6.6403-1.9447+0.0131+0.0000\approx7.4389,$$

where the total is that of the unrounded terms.

The two-exponential value is $7.4396\times10^{-3}$. The difference is about $7\times10^{-7}$ of $n_0$, or $9\times10^{-5}$ of $n(t)$ itself. The last term is already $4\times10^{-8}$: the bent contour ends the sum where the straight line could not.

As a separate check of (5), the rate matrix with lost carriers as a third state was exponentiated at 71 times from 1 ps to 10 µs. The free densities agreed within $10^{-9}n_0$. Over the same times, the largest errors of Talbot's rule relative to $n_0$, in double precision, were:

| $M$ | error of $n$ | error on $e^{-x}$ |
|---|---|---|
| 6 | $5.5\times10^{-5}$ | $6.0\times10^{-5}$ |
| 12 | $9.9\times10^{-9}$ | $9.9\times10^{-9}$ |
| 20 | $9.8\times10^{-14}$ | $1.2\times10^{-13}$ |
| 60 | $1.6\times10^{-6}$ | $1.6\times10^{-6}$ |

The last column is the largest value on a grid of $x$ from 0 to $10^8$. For $M=6$ and 12 it is a numerical estimate of the supremum in (6); at $M=20$ rounding shifts it somewhat (without rounding the supremum is about $1.5\times10^{-13}$), and at $M=60$ rounding dominates. Twelve nodes do what the straight line needed a few times $10^8$ points for.

## Where more nodes do harm

The row $M=60$ shows the next fault. The first weight grows as $e^{2M/5}$, while the answer is at most one, so large terms must cancel. At $M=60$ the factor is $e^{24}\approx2.6\times10^{10}$; multiplied by a machine precision near $10^{-16}$, it gives a few times $10^{-6}$, the order observed. The terms themselves are smaller, about $w_j/z_j$ at $x=0$, but two roundings can make up for this. An error in the last digit of $z_j$ changes $e^{z_j}$ by a relative amount of up to about $|z_j|$ times the machine precision. In $\sigma_j$, the difference $\theta\cot\theta-1$ loses digits near $\theta=0$, and its error is then multiplied by $\cot\theta_j$, which is about 19 at $j=1$ for $M=60$. The second effect is the larger: correctly rounded weights leave an error of about $3\times10^{-7}$, rounding in $e^{z_j}$ alone raises it to about $5\times10^{-7}$, and rounding in $\sigma_j$ alone to over $10^{-6}$.

In 60-digit arithmetic, where this rounding is absent, going from 20 to 40 nodes gained 0.596 decimal digits per node on $e^{-x}$ for sampled $x$ up to 60. Rounding costs $0.4/\ln10=0.174$ digits per node. Without prefactors, the two errors meet when $10^{-0.596M}=10^{-16+0.174M}$, which gives $M\approx21$. About 20 nodes is therefore a sensible choice in double precision.

That choice still controls an absolute error. At $t=12.7$ µs, where $a_st=40$, the true value is $n/n_0=4.33\times10^{-20}$, but 20 nodes in double precision return about $9\times10^{-16}$, too large by a factor of about $2\times10^4$. This is mainly truncation error: the same 20 nodes in 60-digit arithmetic give $1.2\times10^{-15}$. With 60 digits and 60 nodes the relative error falls to $6\times10^{-20}$. For the rule as written, digits and nodes have to be raised together. If the slow rate is roughly known, a shift avoids this: inverting $N(s-b)$ with $b=rk/(c+r+k)$ and multiplying by $e^{-bt}$ recovers $4.33\times10^{-20}$ with 20 nodes in double precision.

A different failure occurs when singularities lie outside the contour. The transform $40/(s^2+1600)$ of $\sin40t$ has poles at $\pm40i$. For $M=20$ and $t=1$ the contour crosses the imaginary axis at $\theta=\pi/2$, at height $(2M/5)(\pi/2)=12.6$, and misses them. The rule returns $4\times10^{-13}$ instead of 0.745. The trap problem is safe because its poles are real and negative.

## Several levels

Dispersive trapping involves a range of release rates. For levels with rates $c_i$ and $r_i$, the same elimination replaces $cs/(s+r)$ in (2) by $\sum_ic_is/(s+r_i)$. To see that the bound survives, write $m_i=\sqrt{c_i/r_i}\,u_i$. Then

$$\frac{dn}{dt}=-\Big(k+\sum_ic_i\Big)n+\sum_i\sqrt{c_ir_i}\,u_i,\qquad\frac{du_i}{dt}=\sqrt{c_ir_i}\,n-r_iu_i.$$

This is $dy/dt=-Ky$ for $y=(n,u_1,u_2,\dots)$ with a symmetric matrix $K$, and

$$y^TKy=kn^2+\sum_i\left(\sqrt{c_i}\,n-\sqrt{r_i}\,u_i\right)^2>0\quad(y\ne0).$$

All decay rates are therefore real and positive. Expansion in normalized eigenvectors gives $n/n_0$ as a sum of exponentials whose weights are the squares of the eigenvectors' first components. These squares sum to one, so (6) holds unchanged.

The quadratic form also limits the slowest rate. Its ratio to $y^Ty$ is never below the smallest eigenvalue. Choosing $u_i=\sqrt{c_i/r_i}\,n$ removes the squares and gives

$$a_{\min}\le\frac{k}{1+\sum_ic_i/r_i}.$$

Take 13 levels with a Gaussian spread of 0.03 eV, cut at three standard deviations, holding the central depth and total capture rate fixed. The spread raises $\sum_ic_i/r_i$ from 92 by a factor of about 1.9, so $a_{\min}$ is at most about $1.7\times10^6$ s$^{-1}$, against $3.15\times10^6$ s$^{-1}$ for one level. The late decay must be slower. Talbot's rule gives the ratio of the spread-level density to the single-level density as 0.61 at 100 ns, 0.76 at 300 ns, 2.3 at 1 µs and 58 at 3 µs. The last value depends on how the spread is represented: it falls to 55 with 97 levels and the same cut, and rises to 63 when the cut is moved out to five standard deviations. A deficit at some times is required, since the time integral $n_0/k$ is the same in both cases.

## The model beside a real film

In an amorphous film a spread of trap energies is to be expected, and the ratios above show that it can change the late density strongly. The other estimates apply to a lateral film with a 10 µm gap at $10^{-4}$ MV/cm, or 0.1 V. If the trap is Coulombic and isolated, the field lowers its barrier by 1.9 meV and shortens the slow time by 7%. This is an upper estimate: the top of such a barrier would lie about 95 nm away, while the traps are only some 10 nm apart, and neighbouring wells make the lowering much smaller. An assumed dark hole density of $5\times10^{14}$ cm$^{-3}$ shortens it by 8% through the occupation of the traps alone, and 10 K of warming by 22% through the Boltzmann factor alone. Sweep-out by drift at an assumed mobility of 10 cm$^2$/Vs shortens it by 0.3%, or by about 1% if diffusion to absorbing contacts is included. Direct recombination of trapped holes with the excess electrons is omitted by the model, and this is its main restriction. Take the cross-section and thermal speed again as $10^{-15}$ cm$^2$ and $10^7$ cm/s. Without dark holes, a trapped hole is then lost at a rate of at most $10^5$ s$^{-1}$, about 3.2% of $a_s$. The dark hole density assumed above, however, keeps about $4.4\times10^{16}$ cm$^{-3}$ holes in the traps. They would consume the excess electrons at a rate of $4.4\times10^8$ s$^{-1}$, and the slow tail of excess holes would disappear within about 10 ns. With that dark density the model applies only if the cross-section of a trapped hole for electrons is far below $7\times10^{-18}$ cm$^2$. That condition is necessary but not sufficient, because the dark holes also act on the recombination centres. A centre in equilibrium with them relaxes at a rate of at least $10^{-15}\cdot10^7\cdot5\times10^{14}=5\times10^6$ s$^{-1}$, faster than $a_s$: a deep centre is already filled with holes, and a shallow one returns those it captures. A permanent loss rate $k$ then no longer describes the film, excess holes disappear only as electrons are captured, and the 8% above is not the full effect of the dark density. The excess holes by themselves cause little trap filling, depletion of the centres or band degeneracy, with $n_0$ at most $3.3\times10^{-4}$ of the relevant density.

A memory cell is a different case. With the same 0.1 V across 50 nm, constant mobility and contacts that do not reinject holes, the drift part of the sweep-out rate scales as the inverse square of the gap, from $10^6$ to $4\times10^{10}$ s$^{-1}$. Added to $k$, it reduces the slow time from 318 ns to about 11 ns. Diffusion to the contacts, about 2.5 times as fast as drift at this voltage, brings it to about 10 ns, close to the release time $1/r=9.2$ ns. Field-assisted release would shorten it further. The inversion rule is unaffected by this change; the rates supplied to it are not. The main computed values for the single-level example are in the numerical output below.

## Computed values

```
Rough inputs, amorphous Ge2Sb2Te5 film
T = 300 K, kT = 0.02585 eV, trap depth = 0.20 eV
cross-section = 1.0e-15 cm2, speed = 1.0e+07 cm/s
traps = 1.0e+18, band states = 2.5e+19 cm^-3
centres = 3.0e+16, initial n0 = 1.0e+13 cm^-3
capture c = 1.0000e+10, release r = 1.0917e+08, loss k = 3.0000e+08 1/s
fast rate = 1.04060e+10, slow rate = 3.14720e+06 1/s
fast time = 0.09610 ns, slow time = 317.743 ns
weights: fast = 0.989809, slow = 0.010191
slow-rate estimate rk/(c+r+k) = 3.14625e+06 1/s
integral of n/n0 = 3.33333 ns, 1/k = 3.33333 ns
Six-node sum at 100 ns: j, z_j, w_j, term of n/n0
0 2.40000+0.00000j 2.20464+0.00000j +0.01036861
1 2.17656+1.25664j -0.12551+3.74862j +0.00564207
2 1.45104+2.51327j -2.20267-0.12756j -0.00664025
3 0.00000+3.76991j 0.04571-0.74343j -0.00194468
4 -2.90208+5.02655j 0.07718+0.00198j +0.00001313
5 -10.88280+6.28319j 0.00001+0.00009j +0.00000004
sum = 0.00743891, exact = 0.00743959
t (ns), exact n (cm^-3), |error|/n0 for M=12 and M=20
0.01 9.021779e+12 9.9e-09 2.4e-14
0.10 3.598301e+12 9.8e-09 3.1e-14
1.00 1.018923e+11 9.7e-09 6.3e-14
10.00 9.875566e+10 1.8e-10 3.6e-14
100.00 7.439589e+10 4.6e-11 3.0e-15
1000.00 4.379434e+09 9.0e-11 6.7e-16
M, worst |error|/n0 over 1 ps to 10 us, worst error on exp(-x)
6 5.50e-05 5.97e-05
12 9.89e-09 9.89e-09
20 9.76e-14 1.15e-13
60 1.60e-06 1.61e-06
digits gained per node (M=20 to 40) = 0.596
sin(40): Talbot M=20 = 4.1e-13, true = 0.7451
late time = 12.710 us, exact n/n0 = 4.3296e-20
double M=20 gives n/n0 = 8.66e-16
60 digits, M=60: relative error = 6.1e-20
Neglected: trap-energy spread 0.03 eV, n(spread)/n(single)
  at 100 ns: 0.609
  at 300 ns: 0.759
  at 1000 ns: 2.250
  at 3000 ns: 58.089
Neglected: change of slow time in percent
  field 1e-04 MV/cm, permittivity 16, lowering 1.90 meV: -7.0
  dark holes 5e+14 cm^-3: -8.4
  sweep-out, 10 cm2/Vs, gap 10 um: -0.32
  10 K warmer, Boltzmann factor only: -21.9
trapped-hole recombination / slow rate = 3.2 percent at most
n0/traps = 1e-05, n0/centres = 3.3e-04, n0/band states = 4e-07
```
